# The ZORA Hamiltonian: derivation, Coulomb solutions and error against the Dirac equation, part 2

How closely does the zeroth-order regular approximation (ZORA) match the Dirac equation for an electron in $V=-Z/r$, $Z<c$? Hartree atomic units, $c=137.036$; $E$ excludes the rest energy; $T=E-V$.

$$f = \frac{c^2}{2c^2 - V}, \qquad x = \frac{E}{2c^2 - V}. \tag{4}$$

The series $T=p^2f\sum_n(-x)^n$ has partial sums $S_N$:

$$S_N = T\,[\,1 - (-x)^{N+1}\,]. \tag{6}$$

$$|x| \le \frac{|E|}{2c^2} \quad \text{at every point}, \qquad x = \frac{E\,r}{2c^2 r + Z} \quad \text{for } V = -\frac{Z}{r}. \tag{8}$$

Expansions in $1/c^2$ diverge for $r<r_y=Z/(2c^2-E)$ in (10), $r<r_p=Z/[(\sqrt2-1)c^2-E]$ in (11):

$$T = \frac{p^2}{2}\sum_{n=0}^\infty (-y)^n, \qquad y = \frac{E - V}{2c^2}, \tag{10}$$

$$T = c^2\left(\sqrt{1 + p^2/c^2} - 1\right) = c^2\sum_{n=1}^\infty \binom{1/2}{n}\left(\frac{p^2}{c^2}\right)^n = \frac{p^2}{2} - \frac{p^4}{8c^2} + \dots \tag{11}$$

The symmetrized ordering (12) fails; scalar ZORA uses $\mathbf p\cdot f\mathbf p+V$:

$$\tfrac12\left(p^2 f + f p^2\right) = \mathbf p\cdot f\,\mathbf p - \tfrac12 (\nabla^2 f). \tag{12}$$

With upper and lower Dirac components $\phi$, $\chi$ ($\phi$ normalized in (16)):

$$V\phi + c\,\boldsymbol\sigma\cdot\mathbf p\,\chi = E\phi, \qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi + (V - 2c^2)\chi = E\chi. \tag{13}$$

$$\left[V + \boldsymbol\sigma\cdot\mathbf p\, f_E\, \boldsymbol\sigma\cdot\mathbf p\right]\phi = E\phi, \qquad f_E = \frac{c^2}{2c^2 + E - V} = \frac{f}{1 + x}. \tag{14}$$

$$H_{\rm ZORA} = V + \boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2 - V}\,\boldsymbol\sigma\cdot\mathbf p. \tag{15}$$

$$\langle\phi|H_{\rm ZORA}|\phi\rangle - E = \langle \boldsymbol\sigma\cdot\mathbf p\,\phi|\,x f_E\,|\boldsymbol\sigma\cdot\mathbf p\,\phi\rangle. \tag{16}$$

The Pauli Hamiltonian and the coefficients of $\boldsymbol\sigma\cdot\mathbf L$ are

$$H_{\rm Pauli} = \frac{p^2}{2} + V - \frac{p^4}{8c^2} + \frac{\nabla^2 V}{8c^2} + \frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4c^2}. \tag{19}$$

$$\xi_{\rm ZORA} = \frac{c^2 Z}{r\,(2c^2 r + Z)^2}, \qquad \xi_{\rm Pauli} = \frac{Z}{4c^2r^3}. \tag{20}$$

For $\phi=(P/r)\Omega_\kappa$, $\boldsymbol\sigma\cdot\mathbf L$ equals $-(\kappa+1)$; $F=f$ for ZORA, $f_E$ for Dirac; $P\sim r^\gamma$ at the nucleus:

$$P' = -\frac{\kappa}{r}P + \frac{c}{F}\,Q, \qquad Q' = \frac{\kappa}{r}Q + \frac{V - E}{c}\,P. \tag{22}$$

$$\gamma^2 = \kappa^2 - \frac{Z^2}{c^2}. \tag{23}$$

For 1s ($\kappa=-1$), $u=r^\gamma e^{-\beta r}$, $\beta=2Z/(1+\gamma)$, $b=c^2(1-\gamma)/Z$ give the ZORA energy $E_0$; the Dirac energy is $c^2(\gamma-1)$, its density $\propto r^{2\gamma}e^{-2Zr}$:

$$f\left(u' - \frac{u}{r}\right) = -bu, \qquad \left(-\frac{d}{dr} - \frac1r\right)(-bu) = b\left(u' + \frac{u}{r}\right) = b\left(\frac{1+\gamma}{r} - \beta\right)u. \tag{24}$$

$$E_0 = -2c^2\,\frac{1-\gamma}{1+\gamma}. \tag{25}$$

### A lower bound, and the collapse of the Pauli operator

Expand a trial function in spherical harmonics with real radial functions $P$ (real and imaginary parts are treated separately). Because $r^2[(P/r)']^2 = (P' - P/r)^2$, each partial wave contributes to $\langle \mathbf p\cdot f\mathbf p + V\rangle$ the integral of $f(P' - P/r)^2 + f\,l(l+1)P^2/r^2 + VP^2$. The middle term is non-negative. For the rest, write $P = ug$, which is possible because $u > 0$. By (24), $P' - P/r = -(b/f)ug + ug'$, so

$$f\left(P' - \frac{P}{r}\right)^2 = \frac{b^2}{f}u^2g^2 - b\,u^2(g^2)' + fu^2g'^2 .$$

Integration by parts turns the middle term into $2buu'g^2$; the boundary term $-bP^2$ vanishes at $0$ and $\infty$. By (24), $b^2u^2/f = -bu(u' - u/r)$ and $(V - E_0)u^2 = -bu(u' + u/r)$. The coefficient of $g^2$ is then $-buu' + bu^2/r + 2buu' - buu' - bu^2/r = 0$, which leaves

$$\int_0^\infty\left[f\left(P' - \frac{P}{r}\right)^2 + (V - E_0)P^2\right]dr = \int_0^\infty f u^2 g'^2\,dr \ \ge\ 0. \tag{26}$$

For a point nucleus with $Z < c$ the scalar ZORA Hamiltonian is bounded below by $E_0$, and $u$ is its ground state. In the two-component operator (15) the spin-orbit term adds $-(\kappa+1)\,\xi$ with $\xi > 0$. This is non-negative for every $\kappa < 0$, so the bound $E_0$ holds in all those channels as well. For $\kappa > 0$ the term is negative, and this argument does not apply.

The Pauli operator has no such bound. Take $\psi = (\zeta^3/\pi)^{1/2}e^{-\zeta r}$, for which $\langle r^n\rangle = 4\zeta^3(n+2)!/(2\zeta)^{n+3}$, so $\langle r^{-2}\rangle = 2\zeta^2$, $\langle r^{-1}\rangle = \zeta$ and $\langle r\rangle = 3/(2\zeta)$. From $|\nabla\psi|^2 = \zeta^2\psi^2$ follows $\langle p^2\rangle = \zeta^2$. From $p^2\psi = (2\zeta/r - \zeta^2)\psi$ follows $\langle p^2\psi|p^2\psi\rangle = 8\zeta^4 - 4\zeta^4 + \zeta^4 = 5\zeta^4$. Gauss's law gives $\nabla^2V = 4\pi Z\delta(\mathbf r)$, so the fourth term of (19) contributes $(4\pi Z/8c^2)(\zeta^3/\pi)$. The spin-orbit term vanishes for an $s$ function. Thus

$$\langle H_{\rm Pauli}\rangle = \frac{\zeta^2}{2} - Z\zeta - \frac{5\zeta^4}{8c^2} + \frac{Z\zeta^3}{2c^2}, \qquad \langle H_{\rm ZORA}\rangle = \zeta^2\langle f\rangle - Z\zeta. \tag{27}$$

The first tends to $-\infty$ as $\zeta$ grows, so (19) is unbounded below and its energy cannot be minimized over unrestricted trial functions. Its terms of order $c^{-2}$ can still be evaluated as a first-order correction on a nonrelativistic state, which is what (27) does at $\zeta = Z$. In the second, $f \to c^2r/Z$ once $1/\zeta \ll Z/2c^2$, and

$$\langle H_{\rm ZORA}\rangle \to \zeta\left(\frac{3c^2}{2Z} - Z\right), \tag{28}$$

with a positive coefficient for $Z < c$.

### The size of the ZORA error

For the pure Coulomb potential the ZORA levels follow from the Dirac levels by a change of length scale. Let $\phi$ solve (14) with energy $E_D$, and set $\phi(\mathbf r) = \tilde\phi(\mathbf r')$ with $\mathbf r' = \lambda\mathbf r$, $\lambda > 0$. Then $\mathbf p = \lambda\mathbf p'$ and $V(r) = -Z\lambda/r' = \lambda V(r')$. Substituting, dividing the equation by $\lambda$, and cancelling the remaining $\lambda$ into the denominator,

$$\left[V(r') + \boldsymbol\sigma\cdot\mathbf p'\,\frac{c^2}{(2c^2 + E_D)/\lambda - V(r')}\,\boldsymbol\sigma\cdot\mathbf p'\right]\tilde\phi = \frac{E_D}{\lambda}\,\tilde\phi. \tag{29}$$

The choice $\lambda = (2c^2 + E_D)/2c^2$ makes the bracket $H_{\rm ZORA}$, so for every bound level

$$E_{\rm ZORA} = \frac{2c^2E_D}{2c^2 + E_D}, \qquad E_{\rm ZORA} - E_D = -\frac{E_D^2}{2c^2 + E_D}. \tag{30}$$

The steps can be reversed, so the correspondence is one to one and degeneracies are kept. For 1s, $\lambda = (1+\gamma)/2$, which reproduces $\beta = Z/\lambda$ and (25). Since $\lambda < 1$ for a bound state, the ZORA function is a contracted copy of the Dirac upper component, and the ZORA level lies below the Dirac level.

With $\nu = Z/c$, $\gamma = 1 - \nu^2/2 - \nu^4/8 - \dots$, so $E_D = -Z^2/2 - Z^4/8c^2 - \dots$ for 1s. In (25), $2/(1+\gamma) = 1/(1 - \nu^2/4 - \dots) = 1 + \nu^2/4 + \dots$, and multiplying $E_D$ by this factor adds $-Z^4/8c^2$ once more:

$$E_0 = -\frac{Z^2}{2} - \frac{Z^4}{4c^2} - \dots \tag{31}$$

At leading order in $c^{-2}$ the ZORA relativistic shift of the 1s level is twice the Dirac shift. The expansion is regular at the nucleus, but its zeroth order does not contain the whole $c^{-2}$ correction. Equation (16) shows where the rest is. An eigenvalue is stationary under first-order changes of the function, so at leading order the left side of (16) is $E_{\rm ZORA} - E_D$, while on the right $x \approx E/2c^2$ and $f_E \approx \tfrac12$:

$$E_{\rm ZORA} - E_D \approx \frac{E}{2c^2}\left\langle\frac{p^2}{2}\right\rangle. \tag{32}$$

For the Coulomb potential the nonrelativistic virial theorem gives $\langle p^2/2\rangle = -E$, and (32) agrees with (30). In a fixed screened potential (30) does not hold, but (32) does at leading order: the error relative to the kinetic energy of the orbital is about $|E|/2c^2$, small for weakly bound orbitals and largest for the deepest ones. The terms neglected in (32) grow with $(Z/c)^2$, also for weakly bound $s$ orbitals, which reach the nucleus. For the Coulomb 1s level at $Z = 46$, (32) gives $-Z^4/8c^2 = -29.80\,E_h$ against $-32.56\,E_h$ from (30), and for heavy atoms (32) gives only the order of magnitude.

For the Coulomb potential the same scaling gives the dependence on the zero of the potential. Under $V \to V + \Delta$ with constant $\Delta < 2c^2$, the Dirac level moves by exactly $\Delta$, because (13) contains only $E - V$. For ZORA let $\epsilon = E(\Delta) - \Delta$. The equation reads $[V + \boldsymbol\sigma\cdot\mathbf p\,c^2(2c^2 - \Delta - V)^{-1}\boldsymbol\sigma\cdot\mathbf p]\phi = \epsilon\phi$. The step that led to (29), now with $\lambda = (2c^2 - \Delta)/2c^2$, gives $\epsilon/\lambda = E_{\rm ZORA}$, or

$$E(\Delta) = \Delta + E_{\rm ZORA}\left(1 - \frac{\Delta}{2c^2}\right). \tag{33}$$

For the Coulomb potential the spurious part, $-E_{\rm ZORA}\Delta/2c^2$, is thus proportional to the binding energy of the level. In a screened potential (33) does not hold. To first order in $\Delta$ the spurious part is then $\Delta\,\langle\boldsymbol\sigma\cdot\mathbf p\,\phi|f^2/c^2|\boldsymbol\sigma\cdot\mathbf p\,\phi\rangle$ with the normalized ZORA function $\phi$, because $\partial f/\partial V = f^2/c^2$. At leading order in $c^{-2}$, where $f \approx \tfrac12$, this is $\Delta\,\langle p^2/2\rangle/2c^2$, so it follows the kinetic energy of the orbital and not its binding energy.

### Worked example: the ion Pd$^{45+}$

The model is one electron and a fixed point nucleus with $Z = 46$. Nuclear size, recoil and radiative corrections are left out, so the digits below compare two equations within this model and are not predictions for the real ion. With $c = 137.036$, $2c^2 = 37557.73\,E_h$, $Z/c = 0.335678$ and $\gamma = \sqrt{1 - 0.335678^2} = 0.941977$. Then $\lambda = 1.941977/2 = 0.970988$ and $\beta = 46/0.970988 = 47.374$ bohr$^{-1}$.

For the classical series take $E = c^2(\gamma - 1) = -1089.61\,E_h$, the Dirac 1s energy. The allowed region ends at $Z/|E| = 0.04222$ bohr, the crossover length is $Z/2c^2 = 1.2248\times10^{-3}$ bohr, and (8) bounds $|x|$ by $1089.61/37557.73 = 0.029012$. At $r = 2\times10^{-3}$ bohr, $V = -23000.0\,E_h$ and $T = 23000.0 - 1089.6 = 21910.4\,E_h$. Then $x = -1089.61/(37557.73 + 23000.0) = -0.017993$, $y = 21910.4/37557.73 = 0.5834$, and by (6) $S_0 = 21910.4\,(1 - 0.017993) = 21516.2\,E_h$. The table lists three radii, with energies in $E_h$.

| $r$ (bohr) | $2\times10^{-2}$ | $2\times10^{-3}$ | $2\times10^{-4}$ |
|---|---|---|---|
| $x$ | $-0.0273$ | $-0.0180$ | $-0.0041$ |
| $y$ | $0.0322$ | $0.5834$ | $6.0949$ |
| $p/c$ | $0.3648$ | $1.9222$ | $13.152$ |
| $T$ | $1210.4$ | $21910.4$ | $228910.4$ |
| $S_0$ | $1177.3$ | $21516.2$ | $227978.2$ |
| $S_1$ | $1209.5$ | $21903.3$ | $228906.6$ |
| $p^2/2$ | $1249.4$ | $34692$ | $1.62\times10^{6}$ |
| $p^2/2 - p^4/8c^2$ | $1207.8$ | $2646.7$ | $-6.86\times10^{7}$ |

At the outer radius the two-term form of (11) is closer to $T$ than $S_0$ is, so the zeroth order is not the better approximation everywhere. At the inner radius the two-term form has the wrong sign, while $S_0$ differs from $T$ by the fraction $|x| = 0.0041$. The limits of convergence are $r_y = 46/(37557.73 + 1089.61) = 1.190\times10^{-3}$ bohr and $r_p = 5.187\times10^{-3}$ bohr. The middle radius lies between them: there (10) converges and (11) diverges. Integrating the density $r^{2\gamma}e^{-2Zr}$ gives a Dirac 1s probability of $3.0\times10^{-4}$ inside $r_y$ and $1.6\times10^{-2}$ inside $r_p$. A rough nuclear radius, from $1.2\ \text{fm}\times A^{1/3}$ with $A = 106$, is $1.1\times10^{-4}$ bohr, about a tenth of $r_y$, so both regions of divergence extend well outside the nucleus. At $r = 2\times10^{-4}$ bohr, (20) gives $\xi_{\rm ZORA} = 1.51\times10^6\,E_h$ and $\xi_{\rm Pauli} = 7.65\times10^7\,E_h$; the limit of $r\xi_{\rm ZORA}$ is $c^2/Z = 408.24\,E_h$ bohr.

Outward integration of (22) with $F = f$, from arbitrary starting values, gives logarithmic slopes $0.94198$, $0.94198$ and $1.97163$ for $\kappa = -1$, $+1$ and $-2$, equal to (23) in all digits shown when they are read at $r \approx 2\times10^{-11}$ bohr. The power law holds only for $r \ll Z/2c^2$, and agreement to this many digits needs radii far inside a real nucleus. For 1s the slope is $\gamma - \beta r$, about $0.937$ at the nuclear radius estimated above, and for $\kappa = +1$ the slope rises well above $\gamma$ as $r$ approaches $Z/2c^2$. With the extra term of (12) included, the zeros of the $s$ wave are spaced by $9.3589$ in $\ln r$, equal to $\pi c/Z$. The levels below, in $E_h$, come from integrating (22) separately with $F = f_E$ and $F = f$; the nonrelativistic values are $-1058.0$ for $n = 1$ and $-264.5$ for $n = 2$.

| level | Dirac | ZORA | difference |
|---|---|---|---|
| 1s | $-1089.61$ | $-1122.17$ | $-32.56$ |
| 2s, 2p$_{1/2}$ | $-274.41$ | $-276.43$ | $-2.02$ |
| 2p$_{3/2}$ | $-266.39$ | $-268.29$ | $-1.90$ |

For 1s, (30) gives $E_D/\lambda = -1089.61/0.970988 = -1122.17\,E_h$, which is $-30.54$ keV against $-29.65$ keV for the Dirac level. The relativistic shifts from $-1058.0\,E_h$ are $-31.61\,E_h$ (Dirac) and $-64.17\,E_h$ (ZORA); the leading terms $-Z^4/8c^2 = -29.80\,E_h$ and $-Z^4/4c^2 = -59.61\,E_h$ account for most of each. In magnitude the ZORA 1s level is slightly farther from the Dirac level ($32.56\,E_h$) than the nonrelativistic level is ($31.61\,E_h$). For 2s the error is $-274.41^2/(37557.73 - 274.41) = -2.02\,E_h$, and for a Coulomb level at $-1\,E_h$ formula (30) gives $-2.7\times10^{-5}\,E_h$. The 2p splitting is $8.018\,E_h$ ($218.2$ eV) for Dirac and $8.135\,E_h$ ($221.4$ eV) for ZORA. The ZORA value is the larger because (30) has slope $dE_{\rm ZORA}/dE_D = [2c^2/(2c^2 + E_D)]^2 > 1$ for bound levels; most of the level error is common to the two 2p states and cancels in the difference.

The trial function of (27) with $\zeta = 46$, $460$ and $4600$ bohr$^{-1}$ gives Pauli energies $-1087.8$, $-1.29\times10^6$ and $-1.48\times10^{10}\,E_h$. The first is $-1058.0 - 29.8$, since (27) at $\zeta = Z$ reduces to $-Z^2/2 - Z^4/8c^2$. The ZORA energies are $-1112.3$, $5.06\times10^4$ and $1.90\times10^6\,E_h$, all above $E_0$ as (26) requires. The asymptotic slope in (28) is $566.35\,E_h$ bohr, and the values stay below the asymptote because $f < c^2r/Z$ at every $r$. Diagonalizing the $s$-wave ZORA operator in 13 functions $e^{-\zeta r}$, with $\zeta$ doubling from $5.75$ to $23552$ bohr$^{-1}$, gives a lowest root of $-1122.147\,E_h$, just above $E_0 = -1122.167\,E_h$ in spite of the very tight functions. Finally, a shift $\Delta = 10\,E_h$ moves the integrated 1s level by $\Delta$ plus $0.2988\,E_h$, and (33) gives $1122.17\times10/37557.73 = 0.2988\,E_h$.

The numerical check produces these numbers and checks the series, the operator identities, the radial reduction, the 1s solutions and the laws (26), (30) and (33) against explicit sums, symbolic differentiation, quadrature and numerical integration.

## Table of computed values

```
Z = 46, c = 137.035999 au, 2c^2 = 37557.73 Eh, Z/c = 0.335678
gamma(1s) = 0.941977, beta = 47.3744 1/bohr, lambda = 0.970988
classical E = Dirac 1s = -1089.6114 Eh, |E|/2c^2 = 0.029012
turning point Z/|E| = 0.04222 bohr, Z/2c^2 = 1.2248e-03 bohr
r = 2e-02 bohr: V = -2300.0 Eh, T = 1210.4 Eh, p/c = 0.3648
  x = -0.027338, y = 0.0322
  x series: S0 = 1177.3, S1 = 1209.5 Eh
  p^2/2 = 1249.4, p^2/2-p^4/8c^2 = 1207.8 Eh
r = 2e-03 bohr: V = -23000.0 Eh, T = 21910.4 Eh, p/c = 1.9222
  x = -0.017993, y = 0.5834
  x series: S0 = 21516.2, S1 = 21903.3 Eh
  p^2/2 = 34692, p^2/2-p^4/8c^2 = 2646.7 Eh
r = 2e-04 bohr: V = -230000.0 Eh, T = 228910.4 Eh, p/c = 13.1518
  x = -0.004072, y = 6.0949
  x series: S0 = 227978.2, S1 = 228906.6 Eh
  p^2/2 = 1.6241e+06, p^2/2-p^4/8c^2 = -6.8606e+07 Eh
r_y = 1.1903e-03 bohr, Dirac 1s probability inside = 3.012e-04
r_p = 5.1871e-03 bohr, Dirac 1s probability inside = 1.606e-02
rough nuclear radius 1.2 fm*106^(1/3) = 1.1e-04 bohr
r = 2e-04 bohr: xi ZORA = 1.5084e+06, Pauli = 7.6549e+07 Eh
limit r*xi = c^2/Z = 408.236 Eh bohr
kappa = -1: integrated exponent 0.94198, formula 0.94198
kappa = 1: integrated exponent 0.94198, formula 0.94198
kappa = -2: integrated exponent 1.97163, formula 1.97163
symmetrized ordering: zero spacing in ln r 9.3589, pi c/Z 9.3589
nonrelativistic n=1: -1058.0000 Eh, n=2: -264.5000 Eh
1s: Dirac -1089.6114, ZORA -1122.1673, difference -32.5559 Eh
2s: Dirac -274.4078, ZORA -276.4274, difference -2.0197 Eh
2p1/2: Dirac -274.4078, ZORA -276.4274, difference -2.0197 Eh
2p3/2: Dirac -266.3894, ZORA -268.2924, difference -1.9029 Eh
1s closed-form ZORA E0 = -1122.1673 Eh = -30.536 keV; Dirac -29.650 keV
1s relativistic shift: Dirac -31.6114, ZORA -64.1673 Eh
leading shifts: -Z^4/8c^2 = -29.8038, -Z^4/4c^2 = -59.6076 Eh
2p splitting: Dirac 8.0183 Eh = 218.19 eV, ZORA 8.1350 Eh = 221.37 eV
scaling-law ZORA error for a level at -1 Eh: -2.663e-05 Eh
trial zeta = 46 1/bohr: ZORA -1112.34 Eh, Pauli -1087.8 Eh
trial zeta = 460 1/bohr: ZORA 50608.7 Eh, Pauli -1.28634e+06 Eh
trial zeta = 4600 1/bohr: ZORA 1.90034e+06 Eh, Pauli -1.47723e+10 Eh
large-zeta ZORA slope 3c^2/2Z - Z = 566.354 Eh bohr
13 Slater functions, zeta 5.75 to 23552 1/bohr: lowest ZORA -1122.147 Eh
shift Delta = 10 Eh: E(Delta)-Delta-E0 = 0.2988, formula 0.2988 Eh
```
